\section*{One-electron spectra of twisted tubes from a single repeating piece, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Which cell, which phases, which kinetic operator}

Suppose the one-electron spectrum of a twisted tube or wire has to be computed on a real-space grid. The structure has an $N$-fold rotation axis, and it repeats after a rise $\tau$ along the axis combined with a turn by a fraction $\alpha$ of a full circle. The size of the calculation is fixed by the choice of the region to be discretised. One may take the translational cell and impose ordinary Bloch conditions along the axis. For a three-fold tube with $\alpha=0.2$ this cell holds 15 copies of the smallest repeating piece, for $\alpha=0.23$ it holds 300, and for irrational $\alpha$ it does not exist. One may instead discretise a single copy, whose size does not depend on $\alpha$. The second choice is legitimate only if three things are known with their signs: the phases that tie opposite faces of the piece together, the kinetic operator in coordinates that turn the twisted piece into a box, and the assurance that the small problems are Hermitian and together carry the whole spectrum, on the grid as well as in the continuum.

\section{Setting and statement}

Rydberg atomic units are used: lengths in bohr, energies in Ry, and
\begin{equation}
H=-\nabla^2+V(\mathbf x),
\end{equation}
a one-particle, spin-free Hamiltonian with a real, bounded, local potential. In cylindrical coordinates $x+iy=re^{i\phi}$ the two symmetry operations are
\begin{align}
C&:\ (r,\phi,z)\mapsto(r,\phi+2\pi/N,\,z),\\
S&:\ (r,\phi,z)\mapsto(r,\phi+2\pi\alpha,\,z+\tau),\qquad \tau>0,
\end{align}
and the assumption on the potential is $V(C\mathbf x)=V(S\mathbf x)=V(\mathbf x)$. The electron lives in the region $\Omega$: $r_-\le r\le r_+$, all $\phi$ and $z$, with $\psi=0$ on both walls. Taking $r_->0$ keeps the axis out of the problem; the case $r_-=0$ is treated where it arises. Two reduced models serve the numerical work: the cylinder surface $r=R$, where the radial derivatives are dropped, and the ring $r=R$, $z=0$, where only $\phi$ is left.

The helical coordinates are
\begin{equation}
\theta_1=\frac z\tau,\qquad \theta_2=\frac{\phi}{2\pi}-\alpha\frac z\tau,
\qquad\text{so that}\qquad \phi=2\pi(\alpha\theta_1+\theta_2),\quad z=\tau\theta_1 .
\label{eq:coords}
\end{equation}
The result to be derived is the following. The Hamiltonian is equivalent to the family of operators $H(\eta,\nu)$, with $\eta$ real and defined modulo 1 and $\nu=0,\dots,N-1$. Each acts on functions on the fundamental domain $D=[r_-,r_+]\times[0,1)\times[0,1/N)$ with volume element $2\pi\tau r\,dr\,d\theta_1d\theta_2$, has the form $-\nabla^2+V$ with
\begin{equation}
\nabla^2=\partial_r^2+\frac1r\partial_r+\frac1{\tau^2}\partial_1^2-\frac{2\alpha}{\tau^2}\partial_1\partial_2+c(r)\,\partial_2^2,
\qquad c(r)=\frac{\alpha^2}{\tau^2}+\frac1{4\pi^2r^2},
\label{eq:lap}
\end{equation}
where $\partial_i=\partial/\partial\theta_i$, and is Hermitian under the boundary conditions
\begin{align}
\psi(r,\theta_1+1,\theta_2)&=e^{2\pi i\eta}\,\psi(r,\theta_1,\theta_2),\label{eq:bc1}\\
\psi(r,\theta_1,\theta_2+1/N)&=e^{2\pi i\nu/N}\,\psi(r,\theta_1,\theta_2),\label{eq:bc2}
\end{align}
which hold for $\psi$ and for its first derivatives. The decomposition is a finite sum over $\nu$ but an integral over $\eta$: the helical Bloch functions are not normalisable on $\Omega$, and a finite block-diagonal matrix appears only after $\eta$ has been restricted to discrete values by a closure condition.

\section{First derivation: from the symmetry group}

\subsection{The operators and their eigenvalues}

For an operation $g$ define $(T_g\psi)(\mathbf x)=\psi(g\mathbf x)$. Then $(T_gT_h\psi)(\mathbf x)=(T_h\psi)(g\mathbf x)=\psi(hg\mathbf x)$, so $T_gT_h=T_{hg}$. The reversed order is harmless here, because $C$ and $S$ both add constants to $\phi$ and $z$ and therefore commute. Every element of the group $G$ they generate is $S^aC^b$ with $a\in\mathbb Z$ and $b=0,\dots,N-1$, since $C^N$ is the identity, and these elements are all different because $S^a$ moves $z$ by $a\tau$.

Each $g$ has the Cartesian form $\mathbf x\mapsto \mathsf R\mathbf x+\mathbf t$ with $\mathsf R$ orthogonal and $\det\mathsf R=1$, and it maps $\Omega$ onto itself. The substitution $\mathbf y=g\mathbf x$ has unit Jacobian, so $\langle T_gf|T_gh\rangle=\langle f|h\rangle$ and $T_g$ is unitary. The chain rule gives $\partial_i[\psi(g\mathbf x)]=\sum_k\mathsf R_{ki}(\partial_k\psi)(g\mathbf x)$, and applying it twice,
\begin{equation}
\nabla^2[\psi(g\mathbf x)]=\sum_{k,l}\Big(\sum_i\mathsf R_{ki}\mathsf R_{li}\Big)(\partial_k\partial_l\psi)(g\mathbf x)=(\nabla^2\psi)(g\mathbf x),
\end{equation}
because $\mathsf R\mathsf R^{T}=1$. For the potential, $T_g(V\psi)(\mathbf x)=V(g\mathbf x)\psi(g\mathbf x)=V(\mathbf x)(T_g\psi)(\mathbf x)$. Hence $T_gH=HT_g$.

If $T_C\psi=\lambda\psi$, then $T_C^N=1$ forces $\lambda^N=1$, so $\lambda=e^{2\pi i\nu/N}$. For $T_S$ no power is the identity; unitarity puts its spectrum on the unit circle, $\lambda=e^{2\pi i\eta}$ with real $\eta$. A square-integrable eigenfunction of $T_S$ cannot exist, since $|\psi|^2$ would repeat in each of infinitely many slabs of height $\tau$. The decomposition must therefore be built explicitly and not inferred from a common eigenbasis.

\subsection{Decomposition of an arbitrary state}

Write $\chi_{\eta\nu}(a,b)=e^{2\pi i(a\eta+b\nu/N)}$. For a smooth $\psi$ that vanishes beyond some $|z|$, so that the sum over $a$ has finitely many terms at each point, define
\begin{equation}
\psi_{\eta\nu}(\mathbf x)=\frac1N\sum_{a\in\mathbb Z}\sum_{b=0}^{N-1}\chi_{\eta\nu}(a,b)^*\,\psi(S^aC^b\mathbf x).
\label{eq:proj}
\end{equation}
Four properties follow. First, replacing $\mathbf x$ by $S\mathbf x$ and renaming $a'=a+1$, which runs over the same set,
\begin{equation}
\psi_{\eta\nu}(S\mathbf x)=\frac1N\sum_{a',b}e^{-2\pi i((a'-1)\eta+b\nu/N)}\psi(S^{a'}C^b\mathbf x)=e^{2\pi i\eta}\psi_{\eta\nu}(\mathbf x).
\label{eq:covS}
\end{equation}
The same step with $b'=b+1$ gives $\psi_{\eta\nu}(C\mathbf x)=e^{2\pi i\nu/N}\psi_{\eta\nu}(\mathbf x)$; the term $b'=N$ equals a term $b'=0$ because $C^N=1$ and $e^{-2\pi i\nu}=1$.

Second, the orthogonality relations
\begin{equation}
\int_0^1e^{-2\pi ia\eta}\,d\eta=\delta_{a0},\qquad \sum_{\nu=0}^{N-1}e^{-2\pi ib\nu/N}=N\,\delta_{b0}\quad(b \bmod N),
\label{eq:orth}
\end{equation}
the second being a geometric sum, leave only the identity term:
\begin{equation}
\sum_\nu\int_0^1\psi_{\eta\nu}(\mathbf x)\,d\eta=\psi(\mathbf x).
\end{equation}
Third, let $D$ be any region whose images $S^aC^bD$ cover $\Omega$ once, up to surfaces. Multiplying \eqref{eq:proj} for $f$ and for $h$ and using \eqref{eq:orth} for the differences $a-a'$, $b-b'$,
\begin{equation}
\sum_\nu\int_0^1 f_{\eta\nu}^*(\mathbf x)h_{\eta\nu}(\mathbf x)\,d\eta=\frac{N}{N^2}\sum_{a,b}f^*(S^aC^b\mathbf x)\,h(S^aC^b\mathbf x).
\end{equation}
Integrating $\mathbf x$ over $D$ reassembles the integral over $\Omega$:
\begin{equation}
\langle f|h\rangle_\Omega=N\sum_\nu\int_0^1\langle f_{\eta\nu}|h_{\eta\nu}\rangle_D\,d\eta .
\label{eq:parseval}
\end{equation}
This identity extends the construction to all square-integrable states by continuity. Fourth, since $H$ commutes with every $T_g$ in \eqref{eq:proj}, $(H\psi)_{\eta\nu}=H\psi_{\eta\nu}$. Putting $h\to Hh$ in \eqref{eq:parseval},
\begin{equation}
\langle f|H|h\rangle_\Omega=N\sum_\nu\int_0^1\langle f_{\eta\nu}|H h_{\eta\nu}\rangle_D\,d\eta .
\label{eq:direct}
\end{equation}
No term connects different labels, and each term needs the functions on $D$ only. This is the block decomposition.

For the cyclic part alone, \eqref{eq:proj} is an honest projector, $P_\nu=N^{-1}\sum_be^{-2\pi i\nu b/N}T_C^b$. With $d=b+b'$,
\begin{equation}
P_\nu P_{\nu'}=\frac1{N^2}\sum_{d}e^{-2\pi i\nu' d/N}T_C^{d}\sum_be^{-2\pi i(\nu-\nu')b/N}=\delta_{\nu\nu'}P_\nu ,
\end{equation}
and $\sum_\nu P_\nu=1$ by \eqref{eq:orth}. If space is closed by declaring $S^M$ to be the identity, the sum over $a$ stops at $M-1$, the condition $\lambda^M=1$ gives $\eta=j/M$, and the screw part becomes a projector of the same kind. This closure identifies $(\phi,z)$ with $(\phi+2\pi M\alpha,\,z+M\tau)$. It coincides with a periodic supercell of length $M\tau$ only when $M\alpha$ is an integer; otherwise it is a twisted closure, which serves equally well as a sampling of $\eta$.

\subsection{Coordinates in which the group acts by shifts}

Under $S$, \eqref{eq:coords} gives $\theta_1\to\theta_1+1$ and $\theta_2\to(\phi+2\pi\alpha)/2\pi-\alpha(z+\tau)/\tau=\theta_2$. Under $C$, $\theta_1$ is unchanged and $\theta_2\to\theta_2+1/N$. The sign of the term $-\alpha z/\tau$ is exactly what makes $\theta_2$ constant along the helix traced by $S$. The covariance \eqref{eq:covS} and its cyclic partner are then \eqref{eq:bc1} and \eqref{eq:bc2}. At fixed $\theta_1$ the coordinate $\theta_2$ is defined modulo 1, so a point with coordinates $(\theta_1,\theta_2)$, $0\le\theta_2<1$, is the image of exactly one point of the box $D$, with $a=\lfloor\theta_1\rfloor$ and $b=\lfloor N\theta_2\rfloor$. The box is thus a fundamental domain. Conditions \eqref{eq:bc1} and \eqref{eq:bc2} hold for all values of the coordinates, so they may be differentiated, and the derivatives obey them with the same phases.

\subsection{Metric and Laplacian}

The columns of the Jacobian matrix $J=\partial(x,y,z)/\partial(r,\theta_1,\theta_2)$ are, from $x=r\cos\phi$, $y=r\sin\phi$, $\partial_1\phi=2\pi\alpha$, $\partial_2\phi=2\pi$,
\begin{align}
\mathbf e_r&=(\cos\phi,\ \sin\phi,\ 0),\\
\mathbf e_1&=(-2\pi\alpha r\sin\phi,\ 2\pi\alpha r\cos\phi,\ \tau),\\
\mathbf e_2&=(-2\pi r\sin\phi,\ 2\pi r\cos\phi,\ 0).
\end{align}
The metric $g=J^TJ$ consists of their scalar products:
\begin{equation}
g_{rr}=1,\quad g_{r1}=g_{r2}=0,\quad g_{11}=4\pi^2\alpha^2r^2+\tau^2,\quad g_{12}=4\pi^2\alpha r^2,\quad g_{22}=4\pi^2r^2 .
\end{equation}
The coordinates are not orthogonal unless $\alpha=0$. The determinant is
\begin{equation}
\det g=g_{11}g_{22}-g_{12}^2=16\pi^4\alpha^2r^4+4\pi^2r^2\tau^2-16\pi^4\alpha^2r^4=(2\pi\tau r)^2 ,
\end{equation}
so $w\equiv|\det J|=2\pi\tau r$, independent of $\alpha$: the twist is a shear and preserves volume. The inverse of the $2\times2$ block, obtained by exchanging the diagonal elements, negating the off-diagonal one and dividing by the determinant, is
\begin{equation}
g^{11}=\frac{g_{22}}{w^2}=\frac1{\tau^2},\qquad g^{12}=-\frac{g_{12}}{w^2}=-\frac\alpha{\tau^2},\qquad g^{22}=\frac{g_{11}}{w^2}=\frac{\alpha^2}{\tau^2}+\frac1{4\pi^2r^2}=c(r),
\end{equation}
and $g^{rr}=1$.

Let $\xi=(r,\theta_1,\theta_2)$. The chain rule $\partial_{\xi}h=J^T\nabla h$ gives $\nabla h=J^{-T}\partial_\xi h$ and hence $\nabla f^*\!\cdot\nabla h=(\partial_\xi f^*)^TJ^{-1}J^{-T}\partial_\xi h=\sum_{ij}g^{ij}\partial_if^*\partial_jh$. For a test function $f$ supported in a small interior region, integration by parts in Cartesian coordinates and again in the coordinates $\xi$ produces no boundary terms:
\begin{equation}
\int f^*\,\nabla^2h\;w\,d^3\xi=-\int\sum_{ij}g^{ij}\partial_if^*\partial_jh\;w\,d^3\xi=\int f^*\sum_{ij}\partial_i\big(w\,g^{ij}\partial_jh\big)\,d^3\xi .
\end{equation}
As $f$ is arbitrary, $\nabla^2h=w^{-1}\sum_{ij}\partial_i(wg^{ij}\partial_jh)$. Neither $w$ nor $g^{ij}$ depends on $\theta_1$ or $\theta_2$, so $w$ cancels in the angular terms:
\begin{align}
\nabla^2h&=\frac1r\partial_r(r\,\partial_rh)+\partial_1F^1[h]+\partial_2F^2[h],\label{eq:div}\\
F^1[h]&=\frac1{\tau^2}(\partial_1-\alpha\partial_2)h,\qquad F^2[h]=-\frac\alpha{\tau^2}\partial_1h+c(r)\,\partial_2h .
\end{align}
The mixed derivative appears once in $\partial_1F^1$ and once in $\partial_2F^2$, each time with $-\alpha/\tau^2$, which gives the factor $-2\alpha/\tau^2$ of \eqref{eq:lap}. At $\alpha=0$ the operator is the cylindrical Laplacian in the rescaled variables $z/\tau$ and $\phi/2\pi$.

\subsection{Hermiticity on the fundamental domain}

Let $f$ carry the labels $(\eta,\nu)$ and $h$ the labels $(\eta',\nu')$, both vanishing on the walls. Define $W^i=f^*F^i[h]-h\,F^i[f]^*$ for $i=1,2$ and $W^r=f^*\partial_rh-h\,\partial_rf^*$. Differentiating,
\begin{equation}
\sum_{i=1,2}\partial_iW^i=f^*\sum_i\partial_iF^i[h]-h\sum_i\partial_iF^i[f]^*+\sum_{ij}g^{ij}\big(\partial_if^*\partial_jh-\partial_ih\,\partial_jf^*\big),
\end{equation}
and the last sum vanishes because $g^{ij}$ is real and symmetric. The radial part behaves alike, so
\begin{equation}
f^*\nabla^2h-h(\nabla^2f)^*=\frac1r\partial_r(rW^r)+\partial_1W^1+\partial_2W^2 .
\end{equation}
Multiply by $w$ and integrate over $D$. The radial term gives $rW^r$ on the walls, which is zero. On the face $\theta_1=1$, $f^*$ and its derivatives carry $e^{-2\pi i\eta}$ and $h$ and its derivatives $e^{2\pi i\eta'}$ relative to the face $\theta_1=0$, and the same holds for $\theta_2$. Therefore
\begin{align}
\langle f|\nabla^2h\rangle_D-\langle\nabla^2f|h\rangle_D
={}&\big(e^{2\pi i(\eta'-\eta)}-1\big)\int W^1\big|_{\theta_1=0}\,w\,dr\,d\theta_2\nonumber\\
&+\big(e^{2\pi i(\nu'-\nu)/N}-1\big)\int W^2\big|_{\theta_2=0}\,w\,dr\,d\theta_1 .
\label{eq:green}
\end{align}
For equal labels both prefactors vanish, and with $V$ real $H(\eta,\nu)$ is symmetric. The mixed term causes no trouble because it sits inside the fluxes $F^i$, which inherit the phase. For unequal labels the right side does not vanish in general; functions of different blocks are in general not orthogonal on $D$; different $\nu$ decouple only after summing over the $N$ images under $C$, and different $\eta$ only on the whole region, through \eqref{eq:parseval}. A quadrature over $D$ with non-separable trial functions gives a defect, relative to $|\langle f|\nabla^2h\rangle_D|$, of $1.3\times10^{-15}$ for equal labels and of $0.163$ for $\eta=0.30$ against $\eta'=0.55$.

The conditions are also neither too few nor too many. Let $h$ obey \eqref{eq:bc1} with $\lambda=e^{2\pi i\eta}$ and let $f$ be unrestricted on the faces $\theta_1=0,1$. The face term is the integral of
\begin{equation}
\big[\lambda f^*(1)-f^*(0)\big]F^1[h](0)-h(0)\big[\lambda F^1[f]^*(1)-F^1[f]^*(0)\big].
\end{equation}
The value $h(0)$ and the flux $F^1[h](0)$ can be chosen independently, so the term vanishes for all $h$ only if both brackets do. Conjugating and using $\lambda^*=1/\lambda$, this is $f(1)=\lambda f(0)$ and $F^1[f](1)=\lambda F^1[f](0)$. The adjoint thus carries the same conditions on the faces as the operator. Once the values match along the face, $\partial_2f$ matches too, and matching of $F^1$ is the same as matching of $\partial_1f$. A scheme that discretises the differential equation itself on $D$ must build in both the value and the derivative condition. In a variational scheme, such as finite elements based on the energy $\int(|\nabla\psi|^2+V|\psi|^2)$, only the value condition is imposed on the trial functions; the flux condition then follows from making the energy stationary.

\section{Second derivation: from cylindrical waves and a selection rule}

The first derivation, from the symmetry group, has established the blocks $H(\eta,\nu)$ on one fundamental domain, with their phases, their Laplacian and their Hermiticity. The second derivation, the comparison of assumptions, the relations among the labels, the block form on a grid and the model calculations remain.
